# Choosing broadening and iteration count for electrode surface Green functions by decimation

## What fixes the form of the answer

Take an electrode that is a half-infinite chain of identical layers, one orbital each, with on-site energy zero and real hopping \(t\) between neighbours. Its surface Green function \(g\) is the corner element \(G_{00}\) of \((z-H)^{-1}\), where \(z=E+i\eta\) and \(\eta>0\). It has the dimension of an inverse energy, and the energies available are \(z\) and \(t\), so

\[ g=\frac{\lambda}{t},\qquad \lambda=\lambda(z/t)\ \text{dimensionless}. \]

Symmetry supplies the function. Removing the top layer leaves the same electrode. The first row of \((z-H)G=1\) reads \(zG_{00}-tG_{10}=1\). The layers below respond to layer 0 as a fresh electrode does, so \(G_{10}=g\,t\,G_{00}\). Hence \(g(z-t^2g)=1\), or

\[ \lambda+\frac1\lambda=\frac zt . \]

The two roots have product 1. Repeating the argument gives \(G_{j0}=\lambda^jg\), which must be square-summable because the resolvent is bounded for \(\eta>0\). This selects \(|\lambda|<1\). Neither root lies on the unit circle, since \(\lambda=e^{i\phi}\) would make \(z/t=2\cos\phi\) real.

Transport programs need the same object for layers with many orbitals, where no closed form is at hand. Two settings must then be chosen: the broadening \(\eta\), and a tolerance or maximum number of iterations. The chain shows how.

## What one iteration does

Let each layer have a Hermitian block \(H_{00}\) and couple only to its neighbours, by \(H_{01}\) downward and \(H_{10}=H_{01}^\dagger\) upward, in an orthogonal basis. Write \(G_j\) for the block \(G_{j0}\). Suppose that layers at spacing \(N\) obey

\[ (z-\varepsilon_s)G_0=1+\alpha G_N, \]
\[ (z-\varepsilon)G_{jN}=\beta G_{(j-1)N}+\alpha G_{(j+1)N},\quad j\ge1 . \]

For \(N=1\) these are the original equations, with \(\varepsilon_s=\varepsilon=H_{00}\), \(\alpha=H_{01}\), \(\beta=H_{10}\). With \(\gamma=(z-\varepsilon)^{-1}\), each odd \(j\) gives

\[ G_{jN}=\gamma\,[\beta G_{(j-1)N}+\alpha G_{(j+1)N}] . \]

Inserting \(j=1\) into the surface equation gives

\[ (z-\varepsilon_s-\alpha\gamma\beta)G_0=1+\alpha\gamma\alpha\,G_{2N}. \]

An even \(j\) has two odd neighbours. The upper one contributes \(\beta\gamma\beta G_{(j-2)N}+\beta\gamma\alpha G_{jN}\), the lower one \(\alpha\gamma\beta G_{jN}+\alpha\gamma\alpha G_{(j+2)N}\). The form is therefore kept at spacing \(2N\), with

\[ \varepsilon_s\leftarrow\varepsilon_s+\alpha\gamma\beta,\qquad \varepsilon\leftarrow\varepsilon+\alpha\gamma\beta+\beta\gamma\alpha, \]
\[ \alpha\leftarrow\alpha\gamma\alpha,\qquad \beta\leftarrow\beta\gamma\beta . \]

After \(n\) iterations \(N=2^n\).

**Depth.** The surface equation at spacing \(N\) combines the original rows \(0\) to \(N-1\), and the bulk equation centred on layer \(jN\) combines rows within \(N-1\) of it. This holds for \(N=1\). The next surface equation adds the bulk equation centred on \(N\), which reaches row \(2N-1\); the next bulk equation reaches \(N+(N-1)=2N-1\) rows to each side. So the statement carries over.

Now cut the electrode after \(N\) layers. Rows \(0\) to \(N-1\) are unchanged except that \(G_N\) is absent, so

\[ g_n=(z-\varepsilon_s)^{-1} \]

is the surface Green function of a slab of \(2^n\) layers, with no approximation beyond rounding. Each iteration doubles the depth.

The inverses exist. In a slab of \(2N-1\) layers with a unit source in the middle, the bulk equation becomes \((z-\varepsilon)B=1\), where \(B\) is the middle block of a resolvent that exists for \(\eta>0\). A square matrix with a right inverse is invertible.

This was tested on two random sets of \(3\times3\) blocks, one with singular \(H_{01}\), at \(E=0.2\) eV and \(\eta=0.3\) eV, for slabs of 1 to 64 layers. The largest difference from direct inversion was \(1.1\times10^{-15}\) eV\(^{-1}\).

## Why it converges, and when it does not

The surface equation gives the remainder \(G_{00}-g_n=g_n\alpha_nG_N\). Treating \(H_{01}G_N\) as a source on the last layer of the slab gives the same remainder as \(G^{\rm slab}_{0,N-1}H_{01}G_N\). Both forms use only rows \(0\) to \(N-1\) and hold for any value put in place of \(G_N\), so \(g_n\alpha_n=G^{\rm slab}_{0,N-1}H_{01}\), whose norm is at most \(\|H_{01}\|/\eta\).

To bound \(G_N\), write \((z-H)^{-1}=(z^*-H)A^{-1}\) with \(A=(E-H)^2+\eta^2\). Let \(W\ge\|E-H\|\), \(M=W^2+\eta^2\) and \(q=1-\eta^2/M\). Then

\[ A^{-1}=\frac1M\sum_{k\ge0}\Big(1-\frac AM\Big)^k,\qquad \Big\|1-\frac AM\Big\|\le q . \]

Term \(k\), multiplied by \(z^*-H\), is a polynomial of degree \(2k+1\) in \(H\) and cannot connect layers further apart than that. Only \(k\ge k_0=\lceil(N-1)/2\rceil\) contributes. Summing the geometric series with \(\|z^*-H\|\le\sqrt M\) and \(1-q=\eta^2/M\) gives

\[ \|G_{00}-g_n\|\le\frac{\|H_{01}\|\sqrt M}{\eta^3}\,q^{k_0}. \]

This proves convergence for every \(\eta>0\), exponential in \(N=2^n\). It is a bound, too loose for predicting the cost.

At \(\eta=0\) inside a band the method fails. For the chain, \(\alpha=\beta\), and \(x=(z-\varepsilon)/2\alpha\) changes to

\[ x'=\frac{(z-\varepsilon)-2\alpha^2/(z-\varepsilon)}{2\alpha^2/(z-\varepsilon)}=2x^2-1 . \]

This is the double-angle formula: if \(x_0=\cos\theta\), then \(x_n=\cos(2^n\theta)\). At \(E=0.5\) eV and \(t=-1\) eV the sequence starts \(-0.25,\,-0.875,\,0.531,\,-0.436\). All quantities stay real, so \(g_n\) cannot approach a limit with an imaginary part, and that part, times \(-1/\pi\), is the surface density of states. A finite slab has discrete levels; \(\eta\) must blur them before it can pass for an electrode.

## The cost of a given broadening

In a chain of \(N\) layers the column \(G_j\) combines \(\lambda^j\) and \(\lambda^{-j}\) and vanishes at \(j=N\), so \(G_j=a(\lambda^j-\lambda^{2N-j})\). Continuing the recurrence to \(j=-1\) turns the first row, \(zG_0-tG_1=1\), into \(tG_{-1}=1\). Thus \(a=\lambda/[t(1-\lambda^{2N+2})]\), and

\[ g_n=\frac\lambda t\,\frac{1-\lambda^{2N}}{1-\lambda^{2N+2}},\qquad
g-g_n=\frac\lambda t\,\frac{\lambda^{2N}(1-\lambda^2)}{1-\lambda^{2N+2}} . \]

For small \(\eta\) inside the band, put \(\lambda=e^{i\phi}\) at \(\eta=0\), with \(E=2t\cos\phi\). Differentiating \(\lambda+1/\lambda=z/t\) gives

\[ \delta\ln\lambda=\frac{i\eta}{t(\lambda-1/\lambda)}=\frac{\eta}{2t\sin\phi}. \]

Decay requires \(t\sin\phi<0\). With \(s=|\sin\phi|=\sqrt{1-(E/2t)^2}\),

\[ |\lambda|^{2N}\simeq e^{-N\eta/(|t|s)} . \]

The group velocity is \(v=2|t|\ell s/\hbar\) for layer spacing \(\ell\). A wave reaches the back of the slab and returns after \(2N\ell/v\), and its amplitude decays as \(e^{-\eta\tau/\hbar}\) with time \(\tau\). The product is the same exponent: the error is the echo from the back face.

Since \(|1-\lambda^2|\simeq2s\), an absolute error \(\delta\) in \(g\) needs

\[ N\simeq\frac{|t|s}{\eta}\ln\frac{2s}{|t|\delta},\qquad n=\lceil\log_2N\rceil . \]

For \(E=0.5\) eV, \(|t|=1\) eV, \(\eta=1\) meV and \(\delta=10^{-8}\) eV\(^{-1}\), \(s=0.968\) and \(N\simeq968\times19.08\simeq1.85\times10^4\). Adding one layer at a time took 18 475 layers; decimation took 15 iterations. With \(\eta=10\) and 0.1 meV the pairs are 1847 and 11, and 184 756 and 18. Halving \(\eta\) costs about one more iteration.

The error does not fall steadily. At \(\eta=1\) meV it is 2.00 eV\(^{-1}\) for one layer, 3.19 for four and still 0.98 for 1024, although \(|g|\) is only 1.00 eV\(^{-1}\). While \(|\lambda|^{2N}\) is near one, the denominator \(1-\lambda^{2N+2}\) can be small, which is a slab level near \(E\). Then the error collapses: \(2.9\times10^{-2}\), \(4.1\times10^{-4}\) and \(8.7\times10^{-8}\) eV\(^{-1}\) at \(n=12\), 13 and 14. A small change of \(g_n\) between two early iterations is no safe sign of convergence either. At band centre \(\lambda^2\simeq-1\) for small \(\eta\), so \(1-\lambda^{2N}\simeq0\) for even \(N\): every early \(g_n\) with \(n\ge1\) is close to zero, while \(|g|\simeq1/|t|\).

The coupling \(\alpha_n\) is a better one. Dividing \(tG^{\rm slab}_{0,N-1}\) by \(g_n\) gives

\[ \alpha_n=t\,\frac{\lambda^{N-1}(1-\lambda^2)}{1-\lambda^{2N}} . \]

Once \(|\lambda|^N\ll1\), \(|\alpha_n|\simeq2|t|s|\lambda|^N\), and the error is \(|\alpha_n|^2/(2s|t|^3)\). At \(n=14\), \(|\alpha_n|=4.10\times10^{-4}\) eV predicts \(8.7\times10^{-8}\) eV\(^{-1}\), as found. For a chain-like band, away from its edges, a tolerance on \(\alpha\) thus yields roughly its square in \(g\), in units of \(|t|\).

Outside its band the chain converges without \(\eta\). In a gap of an electrode with several orbitals per layer, an inverse can still fail at \(\eta=0\) if \(E\) is a level of a finite slab. At \(E=2.5\) eV, \(\lambda=-0.5\), and with \(\eta=0\) the error falls from 0.10 to \(8.7\times10^{-11}\) eV\(^{-1}\) in four iterations.

## How large may the broadening be?

A converged result still belongs to \(E+i\eta\), not to \(E\). Solving \(t^2g^2-zg+1=0\),

\[ g=\frac{z-\sqrt{z^2-4t^2}}{2t^2}, \]

with the root that gives \(|tg|<1\). At band centre, \(z=i\eta\),

\[ g=\frac{i\big(\eta-\sqrt{\eta^2+4t^2}\big)}{2t^2}\simeq-\frac i{|t|}+\frac{i\eta}{2t^2}. \]

At the upper edge, \(z=2|t|+i\eta\), the root is \(\sqrt{4i|t|\eta-\eta^2}\simeq2\sqrt{i|t|\eta}\), so

\[ g\simeq\frac1{|t|}-\frac1{|t|}\sqrt{\frac{i\eta}{|t|}} . \]

For \(\eta=1\) meV the computed shifts are \(5.0\times10^{-4}\) and \(3.1\times10^{-2}\) eV\(^{-1}\). A tenfold smaller \(\eta\) improves the centre tenfold but the edge only by \(\sqrt{10}\). If a band edge lies in the energy window, it should set \(\eta\).

## How small may it be?

At exact band centre the first iteration divides by \(i\eta\). The coupling becomes of size \(t^2/\eta\), and \(x_1=-(1+d^2/2)\) with \(d=\eta/|t|\). All information on the damping sits in \(d^2/2\). A rounding error \(u\simeq2\times10^{-16}\) in \(x_1\) changes \(d\) by about \(u/d\), and the surface self-energy by \((t^2/\eta)(u/d)=u|t|^3/\eta^2\). Multiplying by \(|g|^2=1/t^2\) gives

\[ |\delta g|\sim\frac{u|t|}{\eta^2}. \]

The computed errors are roughly two to eight times below this estimate: \(2.9\times10^{-11}\) eV\(^{-1}\) at 1 meV and \(3.3\times10^{-5}\) at 0.001 meV.

Wider electrodes can be more sensitive. For a simple cubic wire of \(3\times3\) atoms per layer, with \(\eta=1\) meV, decimation differs from the sum over transverse modes by \(1.4\times10^{-5}\) eV\(^{-1}\) at \(E=0\), but by \(2.3\times10^{-13}\) at \(E=0.3\) eV. The program does not isolate the cause.

Newton's method repairs this in the case at hand. The solution obeys \(G=P(G)\) with \(P=(z-H_{00}-H_{01}GH_{10})^{-1}\). A change \(X\) of \(G\) changes \(P\) by \(PH_{01}XH_{10}P\) to first order, so requiring \(G+X=P(G+X)\) gives

\[ X-PH_{01}XH_{10}P=P-G . \]

Four such steps reduced both errors below \(10^{-15}\) eV\(^{-1}\). The gain depends on a reasonable starting value and on this linear equation being well conditioned. If the chain is written with two atoms per layer, the equation for the corner element has the factor \(1-\lambda^4\), which is only about \(2\eta/|t|\) at \(E=0\); rounding errors of up to order \(u/\eta\) then remain. Moving \(E\) away from the symmetric point, as to 0.3 eV here, is a simpler remedy where the physics allows it. Symmetric points are not the only ones to avoid: the chain also loses digits where a later \(x_n\) nearly vanishes, as at \(E=\sqrt2\,|t|\), where the second iteration divides by a small number.

## Example: a one-atom bridge in a filament memory

Let one atom, with level \(\varepsilon_b=0.3\) eV, join two chains through hopping \(t_c=-0.8\) eV. The chains have \(t=-1\) eV and half filling, so \(E_F=0\).

Send in a wave from the left, \(\psi_j=e^{i\phi(j+1)}+re^{-i\phi(j+1)}\) for \(j\le-1\). Because \(E-te^{-i\phi}=te^{i\phi}\), the row at \(j=-1\) gives \(t(e^{i\phi}+re^{-i\phi})=t_c\psi_0\), hence

\[ \psi_{-1}=1+r=-2i\sin\phi\,e^{i\phi}+g\,t_c\psi_0,\qquad g=e^{i\phi}/t . \]

On the right \(\psi_1=gt_c\psi_0\). The bridge row \((E-\varepsilon_b)\psi_0=t_c(\psi_{-1}+\psi_1)\) then yields

\[ \psi_0=-2it_c\sin\phi\,e^{i\phi}\,G_b,\qquad G_b=\frac1{E-\varepsilon_b-2t_c^2g}. \]

With \(\Gamma=-2t_c^2\,{\rm Im}\,g=-2t_c^2\sin\phi/t\), the transmission is \(T=|\psi_1|^2=\Gamma^2|G_b|^2\).

At \(E_F\), \(g=-i\) eV\(^{-1}\) and \(\Gamma=2\times0.64=1.28\) eV, so

\[ T=\frac{1.28^2}{0.3^2+1.28^2}=\frac{1.638}{1.728}=0.948 . \]

Decimation with \(\eta=1\) meV gives 0.9479. Multiplied by \(2e^2/h=77.48\) µS, this is a conductance of 73.4 µS. At 0.1 V the current is 7.3 µA.

Some neglected effects were sized, each with the other settings held fixed:

- Thermal averaging at 300 K, and the 0.1 V bias, change \(T\) by less than 0.001.
- Electron-phonon scattering in the leads, by the high-temperature estimate \(\eta=\pi\lambda_{\rm ep}k_BT_{\rm K}\) at \(T_{\rm K}=300\) K with a rough \(\lambda_{\rm ep}=0.15\), gives \(\eta=12\) meV. Put into the lead \(g\), this gives \(T=0.947\), but that only rescales \(\Gamma\): with \(\varepsilon_b=0\) the formula gives \(T=1\) at \(E_F\) for any \(\eta\). It leaves out the scattering itself. The same \(\eta\) on the bridge atom alone lowers the coherent part to \(1.28^2/(0.3^2+1.292^2)=0.931\), and the mean free path \(|t|\ell/\eta\), about 82 layers or 24 nm, makes longer chain sections add a series resistance.
- Charging matters more. The bridge holds 0.795 electrons instead of one. A mean-field shift of 2 eV per electron of excess charge, solved self-consistently, lowers its level to 0.125 eV and raises \(T\) to 0.990.
- With \(3\times3\) wires contacted at the central atom, \(g\) halves to \(-0.50i\) eV\(^{-1}\) and \(T=0.820\).
- Stretching each contact by 0.05 nm, with hopping decaying at 10.6 nm\(^{-1}\) (a rough work function of 4.3 eV), reduces \(t_c\) to \(-0.470\) eV and \(T\) to 0.685.

The layer spacing of 0.29 nm, the work function and \(\lambda_{\rm ep}\) are rough values for silver, as in the filament of a conductive-bridge cell; the other parameters are illustrative. One-atom silver contacts do conduct roughly one quantum \(2e^2/h\), but the chain's occupied band width of 2 eV is well below the free-electron value for silver, about 5.5 eV. With the level held at 0.3 eV and the vacuum decay rate, stretching moves the result most, from 73 to 53 µS. Both assumptions matter. A hopping falling as the inverse square of the distance, from 0.29 to 0.34 nm, gives \(t_c=-0.58\) eV and \(T=0.84\). With the charging term solved self-consistently, the stretch lowers \(T\) only from 0.990 to 0.976. The d states, structural relaxation and the surrounding electrolyte are left out altogether. The 15 iterations above correspond to 9.5 µm of perfect crystal, a mathematical depth and not a coherence length.

## Choosing the settings

1. Set \(\eta\) from the accuracy wanted in \(g\): about \(\eta/2t^2\) at band centre, \(\sqrt{\eta/|t|}/|t|\) at an edge. These values are for the chain. With several bands, a narrow gap or a surface state can make the shift much larger, so compare \(g\) at two values of \(\eta\).
2. Inside a band, where \(s^2\gg\eta/|t|\), allow at least \(\log_2[(|t|s/\eta)\ln(2s/|t|\delta)]\) iterations, rounded up. Closer to an edge, find \(N\) from the exact formula for \(g-g_n\). Where modes do not mix, the fastest one governs, since its echo returns least damped.
3. Stop on the size of \(\alpha\) and \(\beta\), not on the change of \(g_n\).
4. Insert the result into \(G=P(G)\), and refine it if the residual is too large. A small residual proves little when the Newton equation is nearly singular. For the chain with two atoms per layer, \(g\to1/[z-t^2/(z-t^2g)]\) is the identity at \(z=0\), so at \(z=i\eta\) the wrong value \(g=0\) leaves a residual of only about \(\eta/t^2\). Judge the error by the Newton correction \(X\), and keep the test on \(\alpha\) and \(\beta\).

Further values are in the numerical output below.

## Values computed for the example and the checks

```
hopping t = -1.0 eV, spacing = 0.29 nm, eta = 1.0 meV
bridge level = 0.3 eV, contact hopping = -0.8 eV, T = 300 K
largest |decimation - slab inverse|, random blocks: 1.1e-15 1/eV
chain at E = 0.5 eV: |g| = 0.999484 1/eV
error decay per layer: exact 1.032796e-03, estimate 1.032796e-03
n, layers N, depth (nm), |alpha_n| (eV), error of g (1/eV):
   0      1      0.29 1.000e+00 1.998e+00
   1      2      0.58 2.000e+00 1.331e+00
   2      4      1.16 1.143e+00 3.192e+00
   4     16      4.64 1.235e+00 2.370e+00
   6     64     18.56 2.160e+00 1.240e+00
   8    256     74.24 9.990e-01 1.606e+00
  10   1024    296.96 9.118e-01 9.768e-01
  11   2048    593.92 6.542e-01 2.232e-01
  12   4096   1187.84 2.304e-01 2.855e-02
  13   8192   2375.68 2.818e-02 4.093e-04
  14  16384   4751.36 4.098e-04 8.664e-08
  15  32768   9502.72 8.673e-08 3.888e-15
outside band, E = 2.5 eV, eta = 0: lambda = -0.5000
  errors n=0..4 (1/eV): 1.00e-01 2.38e-02 1.47e-03 5.72e-06 8.73e-11
eta = 0, E = 0.5 eV: x_n for n=0..6: -0.2500 -0.8750 0.5312 -0.4355 -0.6206 -0.2297 -0.8945
cost to reach error 1e-08 1/eV at E = 0.5 eV:
  eta  10.0 meV: 1847 layers one by one, 11 decimations
  eta   1.0 meV: 18475 layers one by one, 15 decimations
  eta   0.1 meV: 184756 layers one by one, 18 decimations
shift of g by eta: centre 4.999e-04, edge 3.127e-02 1/eV
rounding error of g at E = 0:
  eta 1.000 meV: 2.9e-11 1/eV
  eta 0.100 meV: 7.2e-09 1/eV
  eta 0.010 meV: 8.5e-07 1/eV
  eta 0.001 meV: 3.3e-05 1/eV
3x3 wire, largest error against mode sum (1/eV):
  E = 0.0 eV: decimation 1.4e-05, after Newton 8.3e-16
  E = 0.3 eV: decimation 2.3e-13, after Newton 7.9e-16
surface density of states at E_F: 0.3182 1/eV per spin
transmission at E_F: decimation 0.94788, wave matching 0.94793
conductance quantum 77.481 uS, bridge conductance 73.44 uS
kT = 25.85 meV, thermally averaged transmission 0.94773
bias 0.1 V: mean transmission 0.94779, current 7.344 uA
phonon coupling 0.15: eta 12.18 meV, T = 0.94732
3x3 wire: surface g = 0.0000 -0.4999i 1/eV, T = 0.81977
bridge occupation 0.7951, by diagonalization 0.7951 electrons
repulsion 2.0 eV: level 0.1254 eV, T = 0.99048
work function 4.3 eV: decay rate 10.624 1/nm
stretch 0.05 nm: contact hopping -0.4703 eV, T = 0.68480
```
